# Parabolic growth of a compound layer between saturated terminal phases, part 1

(Sections cited here and not found follow in the second part.)

## I. Interface balances and the parabolic law

### The situation

Press a piece of lead against a piece of tellurium and heat the pair to a temperature at which both stay solid. A layer of the compound PbTe can form at the contact. Once it is there it keeps the two elements apart, and further reaction needs atoms that have crossed the layer. The product of the reaction therefore hinders the reaction: the thicker the layer, the longer the path and the slower the supply. We want the thickness as a function of time, and the share of the growth that takes place at each of the two interfaces.

Let a compound layer $\beta$ lie between two terminal phases, $\alpha$ on the left and $\gamma$ on the right. The components are A and B, and $X$ is the atomic fraction of B. The axis $x$ points from $\alpha$, poor in B, to $\gamma$, rich in B. The interfaces are planes at $x_1(t)$ and $x_2(t)$, and the layer thickness is $w=x_2-x_1$. A prime on $x_1$, $x_2$ or $w$ denotes a time derivative.

We assume local equilibrium at both interfaces: the compositions that meet there are those of the phase diagram at the given temperature, however fast the interface moves. Four compositions are then fixed. From left to right they are $X_\alpha$ in $\alpha$, $X_1$ at the left edge of the layer, $X_2$ at its right edge, and $X_\gamma$ in $\gamma$, with

$$X_\alpha<X_1<X_2<X_\gamma .$$

Three differences will be needed:

$$\Delta=X_2-X_1,\qquad g_1=X_1-X_\alpha,\qquad g_2=X_\gamma-X_2. \tag{1}$$

Here $\Delta$ is the composition range spanned by the layer, and $g_1$ and $g_2$ are the composition jumps at the interfaces. They play different parts. The range $\Delta$ drives diffusion, while the jumps determine how much B must be delivered or removed to move an interface.

### Fluxes

For the moment let all three phases have the same constant number $n$ of atoms per unit volume. This restriction is lifted at the end of this half. We use the frame in which the fluxes of A and B are equal and opposite, so that no net flux of atoms passes any plane. The flux of B, counted positive along $+x$, is

$$J=-nD\,\frac{\partial X}{\partial x}, \tag{2}$$

where $D$ is the interdiffusion coefficient of the layer, taken as constant at first. Conservation of B inside the layer, $n\,\partial X/\partial t=-\partial J/\partial x$, gives

$$\frac{\partial X}{\partial t}=D\,\frac{\partial^2X}{\partial x^2}. \tag{3}$$

The terminal phases are saturated. This means that $\alpha$ has the composition $X_\alpha$ throughout, and $\gamma$ the composition $X_\gamma$ throughout, from the start. Each is then already at the value that equilibrium demands at its interface. A uniform composition satisfies the diffusion equation and the interface condition together, so it persists, and its gradient is zero. The flux in both terminal phases vanishes, whatever their diffusivities. If a terminal phase starts below saturation this is no longer true; that case is treated in the second half.

### Balance at a moving interface

Consider an interface at $x=s(t)$ moving with velocity $v=s'$. Let $X_-$ and $J_-$ be the composition and flux just to its left, and $X_+$ and $J_+$ those just to its right. Enclose it in a fixed box from $x=a$ to $x=b$. Per unit area the box contains

$$N_B=n\int_a^{s}X\,dx+n\int_{s}^{b}X\,dx$$

atoms of B. In the time derivative, the moving upper limit of the first integral contributes $+nX_-v$ and the moving lower limit of the second contributes $-nX_+v$. There remain integrals of $\partial X/\partial t$ over the two parts of the box, and they vanish when the box is shrunk onto the interface at a given instant. The same derivative equals the inflow at the left minus the outflow at the right, which becomes $J_--J_+$ in the same limit. Hence $n(X_--X_+)v=J_--J_+$, or

$$n\,(X_+-X_-)\,v=J_+-J_- . \tag{4}$$

This is the Stefan balance. It holds for either interface and requires neither a steady flux nor a linear profile.

At the left interface, $X_-=X_\alpha$, $J_-=0$ and $X_+=X_1$. At the right interface, $X_-=X_2$, $X_+=X_\gamma$ and $J_+=0$. Equation (4) gives

$$n\,g_1\,x_1'=J(x_1),\qquad n\,g_2\,x_2'=-J(x_2), \tag{5}$$

where both fluxes are taken on the layer side. The composition rises to the right, so B flows to the left and $J$ is negative. Thus $x_1'<0$ and $x_2'>0$: the layer grows into both neighbours. At the left, arriving B turns $\alpha$ into $\beta$. At the right, $\gamma$ loses B to the layer and turns into $\beta$ for that reason. One and the same current of B feeds both reactions.

### The quasi-steady flux

To use (5) we need the flux inside a layer whose edges are moving. Suppose first that the edges stood still. The composition would relax to the steady solution of (3), a straight line from $X_1$ to $X_2$. Any departure from that line vanishes at both edges and can be written as a sum of terms $\sin[m\pi(x-x_1)/w]$ with $m=1,2,\dots$. By (3) each term decays at the rate $m^2\pi^2D/w^2$. The slowest relaxation time is therefore

$$\tau_{\rm relax}=\frac{w^2}{\pi^2D}. \tag{6}$$

If the layer hardly thickens during this time, the profile stays close to the straight line that belongs to the present thickness. This is the quasi-steady approximation:

$$\frac{\partial X}{\partial x}\simeq\frac{\Delta}{w},\qquad J\simeq-\frac{nD\Delta}{w}. \tag{7}$$

The flux is now the same at every point of the layer, though it changes slowly with time. Whether the approximation is justified can be judged once the growth rate it predicts is known.

### The growth law

Insert (7) into (5) and divide by $n$ and by the composition jump:

$$x_1'=-\frac{D\Delta}{g_1w},\qquad x_2'=+\frac{D\Delta}{g_2w}. \tag{8}$$

Since $w'=x_2'-x_1'$, the two contributions add:

$$w'=\frac{D\Delta}{w}\left(\frac1{g_1}+\frac1{g_2}\right)=\frac{\varepsilon D}{w},\qquad
\varepsilon=\Delta\left(\frac1{g_1}+\frac1{g_2}\right). \tag{9}$$

Multiplication by $2w$ turns the left side into $2ww'=d(w^2)/dt$ and the right side into the constant $2\varepsilon D$. Integration from thickness $w_0$ at $t=0$ gives

$$w^2=w_0^2+k_pt,\qquad k_p=2\varepsilon D=2D\Delta\,\frac{g_1+g_2}{g_1g_2}. \tag{10}$$

This is parabolic thickening. The factor 2 comes from differentiating $w^2$. A growth constant defined through $ww'$ would be half as large, so the definition must be known before two values are compared.

The self-consistency of (7) can now be examined. The layer changes its thickness appreciably in the time $w/w'=w^2/(\varepsilon D)$. The ratio of relaxation time to growth time is

$$\frac{\tau_{\rm relax}}{w/w'}=\frac{w^2}{\pi^2D}\,\frac{\varepsilon D}{w^2}=\frac{\varepsilon}{\pi^2}. \tag{11}$$

The thickness has cancelled. The approximation therefore does not deteriorate as the layer thickens; its quality is set by the phase diagram through $\varepsilon$. It is good when the range of the compound is small compared with both composition jumps. If one jump becomes small, $\varepsilon$ becomes large: that interface needs so little B that (8) moves it faster than the profile can follow.

### How the growth is shared

Dividing the two speeds in (8) gives $|x_1'|/x_2'=g_2/g_1$. The interface with the smaller jump moves faster, because each atom of B delivered or removed there converts more material. The left interface contributes the fraction

$$p=\frac{|x_1'|}{w'}=\frac{1/g_1}{1/g_1+1/g_2}=\frac{g_2}{g_1+g_2},\qquad q=1-p=\frac{g_1}{g_1+g_2}. \tag{12}$$

In terms of $\varepsilon$ this means

$$\frac{\Delta}{g_1}=\varepsilon p,\qquad \frac{\Delta}{g_2}=\varepsilon q. \tag{13}$$

Because $p$ is constant, the interface displacements follow at once: $x_1(t)-x_1(0)=-p(w-w_0)$ and $x_2(t)-x_2(0)=q(w-w_0)$. Unequal displacements do not show that one component diffuses faster than the other. In the quasi-steady model with saturated terminal phases they follow from the composition jumps alone.

### What an initial layer does

For $w_0=0$ the law reads $w=\sqrt{k_pt}$, and four times the annealing time doubles the thickness. When $k_pt\gg w_0^2$, expansion of the square root in (10) gives

$$w\simeq\sqrt{k_pt}+\frac{w_0^2}{2\sqrt{k_pt}} . \tag{14}$$

An initial layer is thus gradually forgotten. Its thickness is not simply added to that of the new growth, because it also slows the growth.

At the other end, $w\to0$, equation (9) predicts an unlimited growth rate. No interface can react that fast, and the assumption of local equilibrium must fail there. The second half replaces this limit by a finite one.

### A diffusivity that depends on composition

If $D$ varies with $X$, the steady flux is still uniform, but the profile is no longer straight. Write (2) as $J\,dx=-nD(X)\,dX$ and integrate across the layer:

$$J\,w=-n\int_{X_1}^{X_2}D(X)\,dX=-n\bar D\Delta,\qquad
\bar D=\frac1\Delta\int_{X_1}^{X_2}D\,dX. \tag{15}$$

All steps from (8) to (10) go through with $\bar D$ in place of $D$. The quantity that governs growth is the product $\bar D\Delta$. If the jumps are known, a measured growth constant yields this product,

$$\bar D\Delta=\frac{k_p}{2}\,\frac{g_1g_2}{g_1+g_2},$$

but not its factors. A compound with a very narrow range can still grow at a useful rate if its interdiffusion coefficient is large. In the estimate (11) the growth time then contains $\bar D$, while a safe value of the relaxation time is $w^2/(\pi^2D_{\min})$, with $D_{\min}$ the smallest $D$ in the range. The ratio becomes $\varepsilon\bar D/(\pi^2D_{\min})$.

### What the straight profile costs

The balances (5) conserve B at the interfaces, but a straight profile inside a growing layer does not satisfy (3). The error shows in the total amount of B. Apart from a constant, that amount per unit area, divided by $n$, is

$$M=X_\alpha x_1+\bar Xw-X_\gamma x_2,\qquad \bar X=\tfrac12(X_1+X_2).$$

Differentiate, with $w'=x_2'-x_1'$, and collect the two velocities:

$$M'=-x_1'(\bar X-X_\alpha)-x_2'(X_\gamma-\bar X).$$

By (1) the brackets are $g_1+\Delta/2$ and $g_2+\Delta/2$. Let $F=D\Delta/w$ be the flux magnitude divided by $n$. Then (8) gives $-x_1'=F/g_1$ and $x_2'=F/g_2$, so that

$$\frac{M'}{F}=\left(1+\frac{\Delta}{2g_1}\right)-\left(1+\frac{\Delta}{2g_2}\right)
=\frac{\varepsilon(p-q)}2 . \tag{16}$$

A true solution would have $M'=0$. The error, relative to the B transferred, is of order $\varepsilon$, as expected. It vanishes for $g_1=g_2$ because the errors at the two sides then cancel. This does not make the growth law exact in that case, as the next half shows.

### Phases of different density

The atomic densities of the terminal phases need not equal that of the layer. Let $n$ now be the uniform density of the layer, and let $\nu_1$ and $\nu_2$ be the numbers of atoms per unit area and time that join it from $\alpha$ and $\gamma$. Atoms from $\alpha$ bring the fraction $X_\alpha$ of B but must have $X_1$ in the layer. Diffusion supplies the difference, $g_1\nu_1=nD\Delta/w$. In the same way $g_2\nu_2=nD\Delta/w$. The layer gains atoms at the rate $nw'=\nu_1+\nu_2$, which is again (9). The thickness law is unchanged, provided that $D$ refers to the frame in which no net flux of atoms passes through the layer.

What changes is the thickness of terminal phase consumed. Let $\Omega$, $\Omega_\alpha$ and $\Omega_\gamma$ be the volumes per atom. Growth from $w_0$ to $w$ adds $(w-w_0)/\Omega$ atoms per unit area, of which the fraction $p$ comes from $\alpha$. The consumed thicknesses are

$$h_\alpha=p\,(w-w_0)\frac{\Omega_\alpha}{\Omega},\qquad
h_\gamma=q\,(w-w_0)\frac{\Omega_\gamma}{\Omega}. \tag{17}$$

The parabolic law ends when either terminal phase is used up.

## II. Accuracy, limits and a PbTe layer

### Results carried over

The layer has thickness $w$ and interdiffusion coefficient $D$. It spans the composition range $\Delta$, and the composition jumps at its left and right interfaces are $g_1$ and $g_2$. With $\varepsilon=\Delta(1/g_1+1/g_2)$, the quasi-steady law is $w^2=w_0^2+k_pt$ with $k_p=2\varepsilon D$. The left interface provides the share $p=g_2/(g_1+g_2)$ of the growth and the right interface the share $q=1-p$, so that $\Delta/g_1=\varepsilon p$ and $\Delta/g_2=\varepsilon q$. The terminal phases are saturated and carry no flux.

For saturated terminal phases and a quasi-steady flux, the layer thickens parabolically, and the composition jumps fix the share of growth at each interface. It remains to find how accurate the growth constant is, to treat an unsaturated terminal phase and a slow interface reaction, and to apply the law to PbTe.
